Do diffuse walls have to thermalise phonons to resist heat flow?

**Question**

I am working through heat conduction in a thin crystalline wire at low temperature, where phonons cross the wire many times before anything in the bulk scatters them. The derivation I know treats each piece of wall as a black body. It absorbs every phonon that arrives and emits a Planck spectrum at the local wall temperature, and the result is the Casimir conductivity

κ = C v D/3

with C the heat capacity per volume, v the phonon speed and D the diameter.

A rough surface, however, is a static object. A phonon that hits it should leave with the frequency it had, in some other direction. Nothing is absorbed, no energy moves between frequencies, and the wall needs no temperature. Does such a wall cause any thermal resistance? If it does, is the conductivity different, since the step that set up a local temperature is gone? And where does the irreversibility come from?

**Answer**

An elastic diffuse wall does cause resistance, and in a long wire its linear conductivity is the same C v D/3. The black-body wall does two things at once: it makes phonons forget their direction, and it redistributes energy among frequencies. The first produces the resistance. To see this, write down both walls and solve them.

**The two wall conditions**

Take a circular wire with three isotropic phonon branches of one constant speed v, and no scattering in the bulk. Let n(ω) be the occupation of a mode, which may depend on position and direction. The density of modes per volume and angular frequency is

g(ω) = 3ω²/(2π²v³).

Both walls are fully diffuse: the occupation n_w leaving a wall point is the same in all outgoing directions. Neither wall takes any net heat. Let θ_n be the angle between a ray and the wall normal. The outgoing energy flux per unit frequency is

(v ħω g/4π) n_w ∫ cos θ_n dΩ = v ħω g n_w/4,

because the integral of cos θ_n over a hemisphere is π.

The elastic wall must return at each frequency what arrives at that frequency:

π n_w(ω,z) = ∫_in n |cos θ_n| dΩ, for every ω. (1)

The thermalising wall emits a Bose function n_B(ω,T_w), and only the total energy has to balance:

∫ dω ħω g [π n_B(ω,T_w) − ∫_in n |cos θ_n| dΩ] = 0. (2)

Condition (2) is one equation for one unknown temperature at each z. Condition (1) is a separate equation for each frequency, with no temperature in it.

**One solution serves both walls**

With no bulk scattering, the occupation along a ray is whatever left the wall where the ray began. If the ray has travelled a distance s at angle θ to the wire axis, it began at z − s cos θ, so

n(ω,z) = n_w(ω, z − s cos θ).

Consider an infinite wire with a small temperature gradient T′ and try

n_w(ω,z) = n₀(ω) + (∂n₀/∂T) T′ z, (3)

where n₀ is the Bose function at the mean temperature T₀. The incoming integral in (1) becomes

∫_in n |cos θ_n| dΩ = π n_w(ω,z) − (∂n₀/∂T) T′ ∫_in s cos θ |cos θ_n| dΩ.

The last integral vanishes. Reflecting the wire in the plane through z perpendicular to the axis reverses cos θ but leaves s and |cos θ_n| unchanged, so rays from the two sides cancel in pairs. Condition (1) therefore holds at every frequency.

To first order in T′, (3) is also the expansion of n_B(ω, T₀ + T′z). It is thus an allowed output of the thermalising wall, and since it balances at each frequency it also balances in the sum (2). In linear response the elastic wall sends out what a wall in local equilibrium would send out, although no process has established equilibrium there. The spectrum was supplied by the reservoirs, and the wall has merely averaged it over directions.

**The factor 1/3**

The axial heat flux at a point in the cross-section is

q = ∫ dω (ħω g v/4π) ∫ n cos θ dΩ.

Insert n_w(z − s cos θ) from (3). The terms that do not contain s are isotropic and drop out, since ∫ cos θ dΩ = 0 over the full sphere. With C = ∫ ħω g (∂n₀/∂T) dω, what remains is

q = −(C v/4π) T′ ∫ s cos²θ dΩ.

Let l be the projection of the path s on the cross-section, so that s = l/sin θ. With dΩ = sin θ dθ dφ the sines cancel:

∫ s cos²θ dΩ = ∫₀^π cos²θ dθ ∫₀^{2π} l dφ = (π/2) ∫₀^{2π} l dφ.

Averaging over the cross-section turns the last integral into 2π⟨l⟩, so κ = −⟨q⟩/T′ is

κ = (C v/4π)(π/2)(2π)⟨l⟩ = (π/4) C v ⟨l⟩.

To find ⟨l⟩, fix an in-plane direction and cut the disc of radius R into parallel chords at offset b, each of length c = 2√(R² − b²). Points spread evenly along a chord have a mean distance c/2 back to the wall. A chord contributes area c db, hence

⟨l⟩ = ∫ (c²/2) db / ∫ c db = (8R³/3)/(πR²) = 8R/(3π) = 4D/(3π).

Therefore

κ = (π/4) C v · 4D/(3π) = C v D/3. (4)

Nothing in this calculation asks which of the two walls is present.

**A finite wire and a finite temperature difference**

Now put the wire between black reservoirs at T_h and T_c. Of the rays reaching wall position z, weighted by |cos θ_n|/π, let K(z,z′)dz′ be the fraction that come from the wall strip dz′, and let E_h and E_c be the fractions that come from the hot and cold ends. These are geometrical quantities, independent of frequency, and

∫ K dz′ + E_h + E_c = 1.

The elastic condition reads, at each frequency,

n_w(z) = ∫ K n_w dz′ + E_h n_h + E_c n_c.

Write n_w = n_c + (n_h − n_c) φ(z). The terms in n_c alone cancel because the fractions add to one, leaving

φ(z) = ∫ K(z,z′) φ(z′) dz′ + E_h(z). (5)

One profile φ serves all frequencies. For the thermalising wall, multiply by ħω g and integrate over ω. With u(T) the equilibrium energy density,

u(T_w) = ∫ K u(T_w) dz′ + E_h u_h + E_c u_c,

which has the same form. Hence u(T_w) = u_c + (u_h − u_c) φ(z), with the same φ.

At the cold end, let d be the fraction of arriving rays that come straight from the hot end and W(z)dz the fraction from the wall, with d + ∫ W dz = 1. Arriving minus departing energy gives, for both walls,

Q = A (v/4)(u_h − u_c) τ, τ = d + ∫ W φ dz, (6)

where A is the cross-sectional area. For fully diffuse walls and no bulk scattering, the total heat current is therefore the same at any length and any temperature difference. This is stronger than the long-wire statement, but it rests on K being independent of frequency.

For a small difference ΔT, u_h − u_c = C ΔT. Equating (6) to κ A ΔT/L with κ from (4) gives the long-wire limit

τ → 4D/(3L).

In the opposite limit of a very short wire, τ → 1 and the conductance is A C v/4, set by the openings alone.

**What thermalisation does change**

Halfway along the wire φ = 1/2 by symmetry. The elastic wall there emits

n_w = (n_h + n_c)/2,

an average of two Bose functions, which is not a Bose function. Assign each frequency a brightness temperature T_b, the temperature at which a Bose function would have that occupation. With T_h and T_c equal to T₀ ± ΔT/2, the first-order terms cancel in the average:

n_w ≈ n₀ + (ΔT²/8) ∂²n₀/∂T², so T_b − T₀ ≈ (ΔT²/8) (∂²n₀/∂T²)/(∂n₀/∂T).

Put y = ħω/(k_B T₀). Then ∂n₀/∂T = n₀(n₀+1) y/T₀. Its logarithmic derivative has two parts: (2n₀+1) y/T₀ from the factor n₀(n₀+1), and −2/T₀ from y/T₀, which varies as 1/T₀². Since 2n₀ + 1 = coth(y/2),

T_b − T₀ ≈ (ΔT²/8T₀) [y coth(y/2) − 2].

The bracket tends to y²/6 at low frequency and to y − 2 at high frequency. High frequencies look hotter, but only at second order in ΔT, which is why linear response does not see the difference. A spectrometer could tell the two walls apart; a measurement of total heat current on this ideal wire could not.

**Where the irreversibility comes from**

The entropy of a mode, in units of k_B, is

S(n) = (1+n) ln(1+n) − n ln n.

Its derivatives are S′ = ln[(1+n)/n] and

S″ = 1/(1+n) − 1/n = −1/[n(n+1)] < 0.

By (1), n_w is the average of the incoming occupations with weight |cos θ_n|/π. The entropy flux arriving at the wall is proportional to the average of S(n) with the same weight, and the flux leaving is proportional to S(n_w). For a concave function the value at the average is at least the average of the values, so entropy is produced whenever the incoming occupation depends on direction. Energy at each frequency is conserved throughout. What is lost is the record of which end a phonon came from. The exact scattering of waves from a static surface is reversible and keeps that record in correlations between the outgoing waves. Condition (1) keeps only the averaged occupation and drops those correlations, and that is the step at which entropy rises at the wall. The black reservoirs produce entropy too, when they absorb the phonons that reach them. Their share is small in a long wire with diffuse walls, but it dominates in a very short one.

The converse case separates the two roles. A mirror-smooth wall parallel to the axis preserves the axial velocity, so every phonon that enters one end leaves at the other, and τ = 1 at any length. Now let this wall also shuffle energy among frequencies while keeping the direction of each ray and the energy flux along it. The energy still all gets through. Thermalising the spectrum without disturbing directions adds no resistance in this model.

**Partly specular walls**

Suppose a fraction p of phonons is reflected as by a mirror, with p independent of angle. In a circular cylinder successive chords of one mirror-reflected path have equal length c₃. Trace a phonon back to its last diffuse event. It has covered the distance s to the wall, then one more chord with probability p, another with probability p², and so on:

mean path = s + c₃(p + p² + …) = s + c₃ p/(1−p).

Averaged along the chord, s becomes c₃/2, and

c₃/2 + c₃ p/(1−p) = (c₃/2)(1+p)/(1−p).

The mean path along every chord is stretched by the same factor, so κ = (C v D/3)(1+p)/(1−p). If p depends on frequency, each frequency gets its own factor. The mirror-symmetry argument still holds frequency by frequency, so the linear conductivity of a long wire remains the same for both walls.

A short wire is different. The kernel K, and with it φ, now depends on frequency, and a thermalising wall couples profiles that an elastic wall leaves separate. I solved this for two bands of equal weight with p = 0 and p = 0.6. The thermalising wall carried more heat by about 0.8 % at L/D = 20, 0.4 % at 80 and 0.2 % at 200, relative to the elastic wall. The difference is real but small here, and it fades with length.

**Numbers for a silicon nanowire**

Take D = 100 nm, L = 3 µm and T₀ = 10 K, with one rough mean sound speed of 6400 m/s for silicon. This isotropic model gives the scale of the numbers, not a prediction for a particular wire. Using ∫₀^∞ x³/(eˣ−1) dx = π⁴/15, the energy density is

u = [3(k_B T)⁴/(2π²ħ³v³)](π⁴/15) = π²(k_B T)⁴/(10ħ³v³),

and C = 4u/T = 466.6 J/(m³ K). Then

κ = 466.6 × 6400 × 10⁻⁷/3 = 0.0995 W/(m K).

With A = πD²/4 = 7.85 × 10⁻¹⁵ m², the Casimir conductance κA/L is 261 pW/K.

The wire has L/D = 30, and its ends still matter. The long-wire formula gives τ = 4/(3 × 30) = 0.0444, while solving (5) numerically gives 0.041. Tracing 100,000 random phonon paths gives 0.0409 ± 0.0006 (one standard error), in agreement with the solution. The conductance including the ends is 240 pW/K, about 8 % below the Casimir value.

For reservoirs at 12 K and 8 K, I solved the elastic wall frequency by frequency and the thermalising wall for its unknown temperatures. Both carry 1.00 nW, and on the same grid the two currents are equal to within rounding error. The spectra differ: the thermalising wall at mid-wire is at [(12⁴ + 8⁴)/2]^(1/4) = 10.56 K, because u varies as T⁴. The elastic wall has a brightness temperature of 10.01 K at 0.1 THz and 11.07 K at 2 THz. For ΔT = 0.4 K this spread shrinks to 15.0 mK, and for 0.2 K to 3.8 mK, close to the factor of four expected from a quadratic effect.

**How far a real wire departs from this**

Etched silicon wires of this diameter can have a surface roughness of a few nanometres; take 3 nm rms as a rough value. The heat capacity per unit frequency peaks where the wavelength is 8.0 nm. One estimate of the specularity is

p = exp[−(4πσ cos θ_n/λ)²],

with σ the rms roughness. At normal incidence and the peak wavelength the exponent is −(4π × 3/8.0)² ≈ −22, which looks safely diffuse. It is not safe for the wire as a whole, since p → 1 at glancing incidence. Ray tracing with this law, for the same wire and a small temperature difference, gives τ = 0.0714 ± 0.0008 with elastic diffuse events. That is roughly 1.75 times the fully diffuse value, with a sampling uncertainty of a few hundredths, and would raise the conductance from 240 to about 420 pW/K. Full diffuseness is thus a weak assumption here.

With thermalising diffuse events the result is 0.0721 ± 0.0008. The difference of 0.0007 is smaller than its combined standard error of about 0.0012, so no effect of thermalisation is resolved.

This specularity law also removes the long-wire limit itself. For a ray at small angle θ to the axis, cos θ_n is proportional to θ, so 1 − p varies as θ². The chord length varies as 1/θ, and the mean path between diffuse events as 1/θ³. Multiplying by the solid angle, proportional to θ dθ, the conductivity integral behaves as

∫ dθ/θ²,

which diverges at θ → 0. In a finite wire, paths longer than L are cut off. That happens below an angle θ_c proportional to L^(−1/3), so this contribution grows roughly as 1/θ_c, that is as L^(1/3), until bulk scattering intervenes. The statement about equal linear conductivities therefore needs walls for which a conductivity exists: for example fully diffuse ones, or ones whose specularity stays below some fixed value less than 1 at all angles and frequencies.

Of three other neglected effects, the first two look smaller for this wire, while the third limits the accuracy of the silicon numbers:

- Bulk scattering: rough coefficients for undoped silicon give mean free paths at the peak frequency of roughly 6 to 8 mm for isotope scattering, depending on the coefficient and speed used, and far more for umklapp scattering, against a length of 3 µm.
- Wave effects: there are about 380 transverse modes per branch at the peak frequency, so ray optics is reasonable there, though less so at much lower frequencies.
- Separate sound speeds: each branch has C proportional to 1/v³, so its share of κ varies as 1/v². Speeds of 5800 m/s (two transverse branches) and 9000 m/s (one longitudinal) change κ by only −2 %, but 5800 m/s is typical of transverse waves along [100]. In other directions they can be as slow as about 4700 m/s. Averaging over directions with silicon's elastic constants raises C at 10 K to about 600 J/(m³ K), and the mean of 1/v² then raises κ by roughly 12 %.

Elastic anisotropy also focuses phonons along certain crystal directions, which is left out here. It is not a small correction in silicon: it can change κ by tens of per cent or more, depending on the wire axis, and most strongly for wires along [100]. Near room temperature bulk scattering is no longer negligible, and (4) should not be used alone.

In practice, then, a Casimir-like conductivity does not show that a surface absorbs and re-emits phonons. Static roughness that randomises their directions is sufficient. The values computed with the constant-speed model are in the numerical output below.

Numbers as computed

```
diameter 100 nm, length 3.0 um, L/D 30
mean temperature 10.0 K, sound speed 6400 m/s
rms roughness 3.0 nm
mean in-plane path / D: 0.42441
kappa/(C v D), path quadrature: 0.33333
kappa/(C v D), mid-wire, L/D=200: 0.3329
kappa/(C v D), same, p=0.5: 0.9850
heat capacity: 466.6 J/(m3 K)
Casimir conductivity: 0.0995 W/(m K)
Casimir conductance: 260.6 pW/K
conductance with ends: 240.2 pW/K
tau, long-wire formula: 0.04444
tau, integral equation: 0.04097
tau, ray tracing: 0.04092 +- 0.00063
reservoirs: 12.0 K and 8.0 K
heat current, elastic wall: 1001.052 pW
heat current, thermalising wall: 1001.052 pW
relative difference: 1.6e-14
mid-wire T, thermalising wall: 10.556 K
elastic brightness T at 0.1 THz: 10.008 K
elastic brightness T at 2.0 THz: 11.066 K
brightness spread, dT=0.4 K: 15.043 mK
brightness spread, dT=0.2 K: 3.776 mK
spread ratio when dT doubles: 3.984
two bands, p=0 and p=0.6, equal weights:
 L/D=20: tau elastic 0.12033, thermal 0.12134, diff 0.84 %
 L/D=80: tau elastic 0.03710, thermal 0.03724, diff 0.39 %
 L/D=200: tau elastic 0.01579, thermal 0.01582, diff 0.19 %
neglected effects in the example wire:
 tau, rough wall, elastic: 0.07141 +- 0.00081
 tau, rough wall, thermal: 0.07206 +- 0.00082
 elastic rough / fully diffuse: 1.743
 thermal rough / fully diffuse: 1.759
 peak frequency: 0.798 THz
 peak wavelength: 8.02 nm
 transverse modes per branch: 384
 isotope mean free path: 7.8 mm
 umklapp mean free path: 2.0e+02 m
 branch speeds: 5800 and 9000 m/s
 kappa ratio, separate speeds: 0.980
```
